\section*{Separating wafer shape from gravity sag by turning the wafer over}

\section{Two readings of one wafer}

A model silicon wafer, 300 mm across and 775 $\mu$m thick, rests on three pins. Its centre lies 67.37 $\mu$m below the best-fit plane. Turned over and put back on the same pins, its centre lies 13.02 $\mu$m below the plane. Without gravity, and with its front face up, it would lie 27.17 $\mu$m below. Neither reading gives this value, but
\[
\tfrac12\left[-67.37-(-13.02)\right]\ \mu\mathrm m=-27.17\ \mu\mathrm m
\]
does, to the last rounded digit. The task is to find why half the difference works, how to form it at every point, and when it fails.

\section{A strip worked by hand}

Take a narrow strip on supports at $x=\pm a$, with bending stiffness $B$ and weight $q$ per length. Heights are positive upwards. Let $w_0(x)$ be its weightless shape with the front face up, measured from the line through the supports, so $w_0(\pm a)=0$. Bending costs energy only when the curvature departs from that of $w_0$:
\[
E[W]=\int_{-a}^{a}\left[\tfrac12B(W''-w_0'')^2+qW\right]dx .
\]
Put $W=w_0+u$. The term $\int qw_0\,dx$ is a constant, so $u$ minimizes $\int(\frac12Bu''^2+qu)\,dx$, which does not contain $w_0$. Two integrations by parts give $Bu''''=-q$, with $u=0$ at the supports and $u''=0$ there because the ends are free to turn. With $u=-S$ the solution is
\[
S(x)=\frac{q}{24B}\left(5a^4-6a^2x^2+x^4\right).
\]
Indeed $S''''=q/B$, $S''=(q/2B)(x^2-a^2)$ vanishes at $\pm a$, and $5-6+1=0$ makes $S(\pm a)=0$.

Choose $qa^4/(24B)=16$ units. Then $S(0)=80$ and $S(\pm a/2)=16(5-\frac32+\frac1{16})=57$. Let the intrinsic heights at $x=-a/2,\,0,\,a/2$ be $-10,\,-20,\,-14$. Face-up, the readings are
\[
-10-57=-67,\qquad -20-80=-100,\qquad -14-57=-71 .
\]
Turning over sends material point $x$ to laboratory position $X=-x$ and reverses the sign of the intrinsic height. Gravity still pulls down. At $X=-a/2,\,0,\,a/2$ the readings are
\[
14-57=-43,\qquad 20-80=-60,\qquad 10-57=-47 .
\]
The material point $x=-a/2$ is now found at $X=+a/2$. Half the difference for each material point is therefore
\[
\tfrac12(-67+47)=-10,\quad \tfrac12(-100+60)=-20,\quad \tfrac12(-71+43)=-14 ,
\]
which is the intrinsic shape. Subtracting at equal laboratory positions would give $-12,-20,-12$: the left--right asymmetry is lost.

\section{The plate}

\subsection{Superposition on three pins}

Let $x=(x,y)$ label material points of a disc of radius $a$, and let $W(x)$ be the mid-surface height towards the front face. Slopes are small and stretching of the mid-surface is neglected for now. Write the curvatures as $\kappa(W)=(W_{xx},W_{yy},2W_{xy})$. The bending stiffness matrix $D$ may vary with position and may be anisotropic. The wafer may have a grown-in curvature $\kappa_g$ and a thin front film with tension $f$ per length.

Bending strains a front film at height $t/2$ by $-(t/2)\nabla^2W$ in area. The film tension thus contributes the energy $-(ft/2)\nabla^2W$ per area. Apart from constants, the face-up energy is
\begin{align}
E[W]&=\tfrac12A(W,W)-\ell(W)+G(W),\\
A(W,V)&=\int\kappa(W)\cdot D\,\kappa(V)\,d^2x,\\
\ell(V)&=\int\left[\kappa_g\cdot D\,\kappa(V)+\frac{ft}{2}\nabla^2V\right]d^2x,\\
G(V)&=\int\rho g t\,V\,d^2x .
\end{align}
The weightless free shape makes $A(w_0,V)=\ell(V)$ for every variation $V$. It is fixed up to a plane, since a plane has no curvature.

On rigid pins at material points $P$, the allowed variations vanish at the pins, and for these $A(W,V)=\ell(V)-G(V)$. Subtracting the free condition leaves
\begin{equation}
A(W-w_0,V)=-G(V).
\end{equation}
Three non-collinear pins allow exactly one plane to be added to $w_0$ so that $w_0=0$ at all three. Then $u=W-w_0$ also vanishes there. Its equation and its constraints contain neither film nor grown-in shape, and its solution is unique because a plane that vanishes at three such points is zero. Call it $-S(x;P)$. Hence
\begin{equation}
W_{\rm up}(x)=w_0(x)-S(x;P_{\rm up}).
\end{equation}

Statics says the same. Force balance and two moment balances determine three vertical reactions without reference to shape. They are positive when the centre of mass lies inside the pin triangle, so contact is kept.

\subsection{Turning over}

Turn the wafer about the $y$ axis and allow a placement error. With $M={\rm diag}(-1,1)$ and a rotation $R(\theta)$, material point $x$ appears at
\begin{equation}
X(x)=R(\theta)Mx+d .
\end{equation}
Follow the body and keep measuring $W$ towards the front face. The elastic energy is unchanged, because it is the same body in the same material coordinates. The laboratory height is now $-W$, so the gravity term changes from $+G(W)$ to $-G(W)$, and $u$ changes sign:
\begin{equation}
W_{\rm dn}(x)=w_0(x)+S(x;P_{\rm dn}),\qquad z_{\rm dn}(X(x))=-W_{\rm dn}(x).
\end{equation}
With $z_{\rm up}=W_{\rm up}$,
\begin{align}
h(x)&=\tfrac12\left[z_{\rm up}(x)-z_{\rm dn}(X(x))\right]
=\tfrac12\left[W_{\rm up}(x)+W_{\rm dn}(x)\right]\nonumber\\
&=w_0(x)-\tfrac12\left[S(x;P_{\rm up})-S(x;P_{\rm dn})\right]+\text{plane}.
\label{main}
\end{align}
The plane appears because the two pin triangles may define different reference planes.

Gravity drops out when the pins touch the same material points both times. Identical pins in the laboratory achieve this if their pattern is symmetric about the flip axis and the wafer is placed without error. Given equal material points, neither anisotropy nor uneven thickness spoils the cancellation. The half-sum of the readings is then $-S$.

An instrument may read the upper surface each time. Face-up this is the front, at $W_{\rm up}+t/2$; face-down it is the back, at $-W_{\rm dn}+t/2$. The thickness cancels in the half-difference and stays in the half-sum as $+t/2$.

\subsection{A severe case}

Equation (\ref{main}) was tested by minimizing the face-up, face-down and weightless energies separately, on a wafer with
\begin{align*}
t&=775\,(1+0.08x/a-0.05xy/a^2)\ \mu\mathrm m,\\
f&=100\,(1+0.5x/a+0.4y^2/a^2)\ \mathrm{N/m},
\end{align*}
a grown-in shape $20(x^3+2xy^2)/a^3$ $\mu$m, and crystal axes turned by $20^\circ$ from the flip axis. The pins stood at $(120,30)$, $(-90,80)$ and $(-30,-125)$ mm. When the same material points were supported, the half-difference agreed with the weightless shape to about $3\times10^{-10}$ $\mu$m. With the pins left in place in the laboratory, the peak error was 24.99 $\mu$m. Including the sag difference from (\ref{main}) brought it back to about $3\times10^{-10}$ $\mu$m.

These tiny residuals test the algebra, not the accuracy of a predicted sag. All solutions use polynomials of total degree 14, a set that the mirror maps onto itself, so their truncation errors cancel too.

\section{The procedure}

\begin{enumerate}
\item Measure face-up. Let this placement define the material coordinates.
\item Turn over, measure again, and locate marks or edge features whose material positions $x_i$ are known.
\item Find $\theta$ and $d$. Let $s_i=Mx_i$, let $X_i$ be the observed positions, and let $\alpha_i$, $\beta_i$ be $s_i$, $X_i$ minus their means. For given $\theta$, the least-squares offset is $d=\bar X-R(\theta)\bar s$. It remains to minimize
\[
\sum_i|\beta_i-R\alpha_i|^2=\text{const}-2\cos\theta\sum_i\alpha_i\cdot\beta_i-2\sin\theta\sum_i\alpha_i\times\beta_i ,
\]
where $\alpha\times\beta=\alpha_x\beta_y-\alpha_y\beta_x$. The minimum is at
\[
\theta=\operatorname{atan2}\Big(\sum_i\alpha_i\times\beta_i,\ \sum_i\alpha_i\cdot\beta_i\Big).
\]
\item Since $M^{-1}=M$, send each face-down sample to $x=MR(-\theta)(X-d)$. Fit or interpolate both maps at common material points and form $h$.
\item For laboratory pins $P$, set $P_{\rm up}=P$ and $P_{\rm dn}=MR(-\theta)(P-d)$. Compute both sags for a nominal plate and add $\frac12[S(x;P_{\rm up})-S(x;P_{\rm dn})]$ to $h$.
\item Remove the best-fit plane. Here bow means the remaining centre height and warp the remaining range, both evaluated within 140 mm of the centre.
\end{enumerate}

\section{A 300 mm wafer}

\subsection{Inputs and the film's share}

The wafer has rough silicon constants $C_{11}=166$, $C_{12}=64$, $C_{44}=80$ GPa and density 2330 kg/m$^3$. Its surface is (001), with the flip axis along a $\langle110\rangle$ direction. The other inputs are chosen:
\begin{align*}
t&=775+0.8x/a-0.6r^2/a^2\ \mu\mathrm m,\\
f&=100\,[1+0.10x/a+0.15(x^2-y^2)/a^2]\ \mathrm{N/m},\\
w_g&=25(x^2-y^2)/a^2+12(x^3-3xy^2)/a^3\ \mu\mathrm m,
\end{align*}
where $w_g$ is the grown-in shape. The pins are at 140 mm radius and angles $90^\circ$, $210^\circ$, $330^\circ$, a pattern symmetric about the $y$ axis.

The mean film force sets the scale of the bowl. For equal curvatures $\kappa$ along $x$ and $y$ in a uniform plate, the bending energy per area is $Y t^3\kappa^2/12$, where
\[
Y=C_{11}+C_{12}-2C_{12}^2/C_{11}=180.7\ \mathrm{GPa}
\]
is the biaxial modulus. The film term is $-ft\kappa$. Setting the derivative to zero gives $Yt^3\kappa/6=ft$, or
\[
\kappa=\frac{6f}{Yt^2}=\frac{6\times100}{(180.7\times10^9)(775\times10^{-6})^2}=0.00553\ \mathrm{m^{-1}} .
\]
This bowl balances the film moment at every point, so it is the free shape and not merely the best sphere. From centre to pins it rises by $\kappa r^2/2=54.19$ $\mu$m. The mean of $r'^2$ over a disc of radius $r$ is $r^2/2$, so the centre of the bowl lies half this rise, about 27.1 $\mu$m, below its best-fit plane. The saddle and three-lobed parts of $w_g$ vanish at the centre and average to zero. This accounts for most of the intrinsic bow of $-27.17$ $\mu$m.

\subsection{Separation with perfect placement}

The mid-surface results are:
\begin{center}
\begin{tabular}{lrr}
 & bow ($\mu$m) & warp ($\mu$m)\\
face-up & $-67.37$ & 186.74\\
face-down, laboratory sign & $-13.02$ & 121.31\\
half-difference & $-27.17$ & 85.08\\
half-sum & $-40.19$ & 119.21
\end{tabular}
\end{center}
The half-difference matches the separately computed weightless shape. Hundredths are kept to show the cancellation; the polynomials give the sag itself only to a few tenths of a micrometre. Raising their degree from 14 to 32 leaves the bows unchanged and moves the face-up, face-down and half-sum warps by 0.2 to 0.4 $\mu$m. The bow readings now make sense: face-up, shape and sag add, $-27.17-40.19=-67.36$; face-down they oppose, $27.17-40.19=-13.02$. The first sum differs from the table by rounding. Warps do not combine this way, because the highest and lowest points change from map to map.

The weight is 1.2512 N and the reactions are 0.4171, 0.4169 and 0.4173 N. They are nearly equal because the pins are symmetric and the thickness is nearly uniform. Removing film and grown-in shape left the reactions unchanged within the test tolerance of $10^{-4}$ N.

If the mirror is omitted, point $x$ is paired with $Mx$. Since $z_{\rm dn}(x)=-w_0(Mx)-S(Mx)$ with perfect placement,
\[
\tfrac12[z_{\rm up}(x)-z_{\rm dn}(x)]=\tfrac12[w_0(x)+w_0(Mx)]-\tfrac12[S(x)-S(Mx)] .
\]
The part of $w_0$ odd in $x$ disappears, as in the strip. Here the peak error is 10.27 $\mu$m.

\subsection{Separation with a displaced wafer}

Now let the face-down wafer be shifted by $(2.0,-1.5)$ mm and turned by $1^\circ$. Upper surfaces are sampled on a 5 mm grid with 0.05 $\mu$m rms noise. Six marks are read with 10 $\mu$m rms noise per coordinate. The fit returns $(2.000,-1.503)$ mm and $1.0019^\circ$. Both maps are fitted with polynomials of degree 12. The nominal sag model is deliberately 5\% too stiff. Errors relative to the weightless shape, after plane removal, are:
\begin{center}
\begin{tabular}{lrr}
 & rms ($\mu$m) & peak ($\mu$m)\\
mirror only, no registration & 0.728 & 2.010\\
registered & 1.091 & 3.568\\
registered and sag-corrected & 0.053 & 0.177
\end{tabular}
\end{center}

Registration alone made the result worse. It aligns $w_0$, but in material coordinates the pins have moved, and (\ref{main}) leaves half the sag difference. Without registration the intrinsic shape is misaligned, but the two sag maps are compared with their pins at the same laboratory points, so they differ less. Here this gain outweighs the error from the misaligned shape. A wafer with a steeper intrinsic shape could reverse the order, because the shape error grows with $w_0$ and the sag difference does not. The two corrections belong together.

The final error can be traced. Sag is inversely proportional to stiffness, so the model supplies $1/1.05$ of the needed correction and misses a fraction $1-1/1.05=0.048$. Applied to the registered rms error this predicts $0.048\times1.091=0.052$ $\mu$m, close to the 0.053 $\mu$m found. The deliberate stiffness error therefore accounts for nearly all of the rms remainder; with the correct stiffness it falls to about 0.01 $\mu$m or less. The peak is less well converged. With wafer and model computed at degree 32 it is about 0.2 $\mu$m, and about 0.1 $\mu$m remains even with the correct stiffness when the maps are fitted at degree 12. The sag model need not be very accurate, because it supplies only a small difference. The recovered bow is $-27.16$ $\mu$m and the warp 84.96 $\mu$m.

\section{Where the separation fails}

\subsection{A fourth pin}

Four points of a warped wafer generally do not lie in one plane, so no added plane can make $w_0$ vanish at all of them. If all four rigid pins stay in contact, gravity still reverses and cancels, but the half-difference gives the weightless shape forced flat at the four pins.

With pins at 140 mm and angles $0^\circ,90^\circ,180^\circ,270^\circ$, the saddle is high at one opposite pair and low at the other. All reactions were positive in both orientations, so full contact is consistent. The peak error was 20.61 $\mu$m. If a pin loses contact, the contact set itself depends on shape and orientation, and the linear argument no longer applies.

\subsection{Stretching of the mid-surface}

A plate bent into a bowl must also stretch. Its response to gravity then depends on its shape. Let $U(\gamma)$ be the body-frame shape under signed gravity $\gamma$, with $\gamma=g$ face-up and $\gamma=-g$ face-down on the same material points. If $U$ is smooth,
\begin{align}
U(\gamma)&=w_0+\gamma U_1+\gamma^2U_2+\gamma^3U_3+\cdots,\\
\tfrac12[U(g)+U(-g)]&=w_0+g^2U_2+O(g^4).
\end{align}
Odd powers cancel, and the leading error is quadratic in gravity. A von K\'arm\'an calculation, which includes membrane forces, gives a peak error of about 0.30 $\mu$m relative to the free shape of the same model. Stretching also moves the single readings: the face-up bow becomes about $-66.8$ $\mu$m instead of the linear $-67.37$ $\mu$m. Halving gravity at fixed wafer and pins reduces the rms error by a factor 3.964, close to the expected 4.

Thin wafers are a harder limit. In a uniform plate the load scales as $t$ and the stiffness as $t^3$, so linear sag scales as $t^{-2}$. The centre of a uniform wafer without film sags by 120 $\mu$m relative to the pins at 775 $\mu$m thickness; point supports make the polynomials converge slowly, and raising the degree from 14 to 32 increases this by about 0.4 $\mu$m. At 100 $\mu$m thickness the linear formula would give $120\times7.75^2\ \mu\mathrm m\approx7$ mm, many times the thickness. Linear theory is then invalid, and the half-difference cannot be trusted on this support.

\subsection{Friction and heat}

A sideways friction force at the lower face acts at distance $t/2$ from the mid-surface and bends the wafer. Let it produce a laboratory deflection $\delta$, symmetric about the flip axis. If it has the same sign in both orientations it cancels like gravity. If it reverses, the half-difference contains $\frac12[\delta-(-\delta)]=\delta$. For equal radial forces at the three pins and friction coefficient 0.3, this reversed case gives a peak error of 0.196 $\mu$m. This is an example and not a bound: other balanced patterns of friction forces, with the same largest force at any pin, give about 0.4 $\mu$m.

A heat flux $j$ through the wafer makes a temperature gradient $j/k$ and a curvature $\alpha j/k$. With rough silicon values $\alpha=2.6\times10^{-6}$ K$^{-1}$ and $k=150$ W/(m\,K), and a chosen flux of 10 W/m$^2$, the centre-to-edge rise is $\alpha ja^2/(2k)=0.0020$ $\mu$m, negligible here.

\subsection{Comparison with a real wafer}

The diameter and thickness are those of a standard full-thickness 300 mm silicon wafer. The film force equals, for example, 200 MPa in a 0.5 $\mu$m film. The grown-in shape was chosen large enough to make the mirror and support effects visible, and a good polished wafer may be flatter. The notch is left out. Real wafers stretch and rub on their pins; in the cases computed here the two effects give peak errors of about 0.3 and 0.2 $\mu$m, against a warp of 85 $\mu$m. A film that relaxes between the two measurements breaks the assumption of one common $w_0$, and the two maps alone cannot separate that change from sag. The values quoted here are collected in the numerical output below.

\section*{Values computed for the example and the checks}
\begin{verbatim}
wafer diameter 300 mm; thickness 775 um
rough density 2330 kg/m3
rough C11, C12, C44: 166, 64, 80 GPa
biaxial modulus 180.7 GPa
mean film force 100 N/m
uniform-film curvature 0.00553 1/m
uniform-film rise, centre to pins 54.19 um
pin radius 140 mm
wafer weight 1.2512 N
pin reactions 0.4171, 0.4169, 0.4173 N
ring-supported test sag: solver 94.791 um
ring-supported test sag: formula 94.791 um
three-pin centre sag, degree 14: 120.06 um
three-pin centre sag, degree 18: 120.23 um
uneven wafer, same material pins: error 3.1e-10 um
uneven wafer, same lab pins: error 24.99 um
uneven wafer, full identity: error 3.1e-10 um
bow and warp within 140 mm radius, best-fit plane removed:
  face-up: bow -67.37 um, warp 186.74 um
  face-down, lab sign: bow -13.02 um, warp 121.31 um
  weightless truth: bow -27.17 um, warp 85.08 um
  half-difference: bow -27.17 um, warp 85.08 um
  half-sum (minus sag): bow -40.19 um, warp 119.21 um
  noisy corrected result: bow -27.16 um, warp 84.96 um
centred half-difference peak error 4.4e-10 um
missing-mirror peak error 10.27 um
four-pin peak error 20.61 um
placement offset 2.000, -1.500 mm
fitted offset 2.000, -1.503 mm
placement angle 1.0000 deg
fitted angle 1.0019 deg
height noise 0.05 um; mark noise 10 um
samples: up 2709, down 2710
  unregistered: error rms 0.728, peak 2.010 um
  registered only: error rms 1.091, peak 3.568 um
  registered and sag-corrected: error rms 0.053, peak 0.177 um
stretching: half-difference peak error 0.305 um
stretching: error ratio, full to half gravity 3.964
stretching: peak change of free shape 0.091 um
friction coefficient 0.3: worst error 0.196 um
heat flux 10 W/m2: centre-edge rise 0.0020 um
\end{verbatim}
